# Does removing every local step flatten a polished die?: test program

```python
"""Density model of chemical-mechanical planarization.

Result under test: after all local steps are removed, regions a and b of a
die differ in height by h*(rho_a - rho_b), however long polishing goes on.

z0  : initial height of raised areas above a flat reference plane (nm)
h   : initial step height (nm)
K   : removal rate of an unpatterned film (nm/min)
rho : area fraction of raised surface in a region
s   : pad compression under the nominal pressure (nm); small s = stiff pad

The simulation knows only cell heights, elastic contact, load balance and
Preston's law. The density formulas are compared with its output.
"""
import numpy as np

z0, h, K = 2000.0, 800.0, 200.0
densities = np.array([0.2, 0.4, 0.6, 0.8])
cells = 100
dt = 0.001
t_check, t_late = 4.0, 5.0


def make_region(rho):
    raised = int(round(rho * cells))
    return np.where(np.arange(cells) < raised, z0, z0 - h)


def relative_pressure(z, s):
    """Pressure/nominal on each cell: max(0, (z-d)/s), with mean one."""
    ordered = np.sort(z)[::-1]
    count = np.arange(1, z.size + 1)
    trial_d = (np.cumsum(ordered) - z.size * s) / count
    touching = np.nonzero(ordered > trial_d)[0][-1]
    return np.maximum(0.0, (z - trial_d[touching]) / s)


def polish(start, s, duration):
    steps = int(round(duration / dt))
    history = np.empty((steps + 1, start.size))
    history[0] = start
    for i in range(steps):
        pressure = relative_pressure(history[i], s)
        history[i + 1] = history[i] - K * dt * pressure
    return history


def height_formula(t, rho):
    return np.where(t < rho * h / K,
                    z0 - K * t / rho,
                    z0 - h - K * t + rho * h)


# Locally stiff pad, with equal mean pressure on every region
s_stiff = 0.5
regions = [make_region(r) for r in densities]
runs = [polish(region, s_stiff, t_late) for region in regions]
times = np.arange(runs[0].shape[0]) * dt
i_check = int(round(t_check / dt))
upper = np.array([run[:, 0] for run in runs])

# Finite pad compression lets recessed cells be touched when the remaining
# step is s/rho, which bounds the deviation from the ideal stiff limit.
contact_times = []
for rho, run, surface in zip(densities, runs, upper):
    first = np.nonzero(run[:, -1] < z0 - h - 1e-8)[0][0]
    contact_times.append(times[first])
    assert abs(times[first] - rho * h / K) < s_stiff / K + 2 * dt
    deviation = np.max(np.abs(surface - height_formula(times, rho)))
    assert deviation < s_stiff / rho + K * dt / rho
    assert abs(surface[i_check] - height_formula(t_check, rho)) < 1e-6

local_step = max(np.ptp(run[i_check]) for run in runs)
assert local_step < 1e-6

surface_range = np.ptp(upper, axis=0)
final_range = surface_range[i_check]
late_range = surface_range[-1]
range_formula = h * np.ptp(densities)
assert abs(final_range - range_formula) < 1e-6
assert abs(late_range - range_formula) < 1e-6
for a in range(len(densities)):
    for b in range(a):
        difference = upper[a, i_check] - upper[b, i_check]
        assert abs(difference - h * (densities[a] - densities[b])) < 1e-6

# The range passes through a maximum when the sparsest region clears
i_peak = int(np.argmax(surface_range))
peak_formula = h * (1 - densities.min() / densities.max())
peak_tolerance = (s_stiff + K * dt) / densities.min()
assert abs(surface_range[i_peak] - peak_formula) < peak_tolerance
assert abs(times[i_peak] - densities.min() * h / K) < 0.01
assert surface_range[i_peak] > final_range + 50

# The difference is already present in the initial regional means
initial_means = np.array([region.mean() for region in regions])
assert abs(np.ptp(initial_means) - final_range) < 1e-6

# Softer pad: steps decay gradually, but the final range is the same
s_soft = 50.0
soft_runs = [polish(region, s_soft, t_late) for region in regions]
soft_contact = []
for run in soft_runs:
    first = np.nonzero(run[:, -1] < z0 - h - 1e-8)[0][0]
    soft_contact.append(times[first])
soft_step = max(np.ptp(run[-1]) for run in soft_runs)
soft_range = np.ptp([run[-1, 0] for run in soft_runs])
assert soft_contact[-1] < contact_times[-1] - 0.1
assert soft_step < 0.1
assert abs(soft_range - range_formula) < 0.1

# Pad rigid across the die: all regions share one load
whole_die = polish(np.concatenate(regions), s_stiff, t_check)
rigid_range = np.ptp(whole_die[-1])
rigid_height = whole_die[-1].mean()
assert rigid_range < 1e-6

# Fill raises the lowest densities to 0.6
filled = np.maximum(densities, 0.6)
filled_surface = [polish(make_region(r), s_stiff, t_check)[-1, 0]
                  for r in filled]
filled_range = np.ptp(filled_surface)
assert abs(filled_range - h * np.ptp(filled)) < 1e-6

# Alternating stripes, with density averaged over a finite window
stripe, window, spacing = 3.0, 4.0, 0.01
per_stripe = int(round(stripe / spacing))
per_window = int(round(window / spacing))
layout = np.repeat([densities.min(), densities.max()], per_stripe)
shifts = np.arange(per_window) - per_window // 2
effective = np.mean([np.roll(layout, k) for k in shifts], axis=0)
high = np.full(layout.size, z0)
low = np.full(layout.size, z0 - h)
coarse_dt = 0.01
for _ in range(int(round(t_check / coarse_dt))):
    # a time step is divided where the local step vanishes within it
    patterned = np.minimum(coarse_dt, (high - low) * effective / K)
    high = high - K / effective * patterned - K * (coarse_dt - patterned)
    low = low - K * (coarse_dt - patterned)
stripe_range = np.ptp(high)
stripe_formula = h * np.ptp(layout) * (2 * stripe - window) / window
assert np.max(np.abs(high - low)) < 1e-6
assert abs(stripe_range - stripe_formula) < 1e-6

print(f"initial raised height z0: {z0:.0f} nm")
print(f"initial step height h: {h:.0f} nm")
print(f"blanket removal rate K: {K:.0f} nm/min")
print(f"stiff pad compression s: {s_stiff:.1f} nm")
print(f"cells per region: {cells}; time step: {dt:.3f} min")
for j, rho in enumerate(densities):
    print(f"density {rho:.1f}:")
    print(f"  raised-area rate K/rho: {K / rho:.1f} nm/min")
    print(f"  clearing time, formula: {rho * h / K:.3f} min")
    print(f"  first recess contact, simulated: {contact_times[j]:.3f} min")
    print(f"  initial mean height: {initial_means[j]:.1f} nm")
    print(f"  simulated height at {t_check:.0f} min: "
          f"{upper[j, i_check]:.1f} nm")
print(f"largest local step at {t_check:.0f} min: {local_step:.3f} nm")
print(f"die range at {t_check:.0f} min, simulated: {final_range:.1f} nm")
print(f"die range at {t_late:.0f} min, simulated: {late_range:.1f} nm")
print(f"die range, formula: {range_formula:.1f} nm")
print(f"peak range, simulated: {surface_range[i_peak]:.1f} nm")
print(f"peak range, formula: {peak_formula:.1f} nm")
print(f"time of simulated peak: {times[i_peak]:.3f} min")
print(f"soft pad compression: {s_soft:.0f} nm")
print(f"soft pad, recess contact at density {densities[-1]:.1f}: "
      f"{soft_contact[-1]:.3f} min")
print(f"soft pad, largest step at {t_late:.0f} min: {soft_step:.3f} nm")
print(f"soft pad, die range at {t_late:.0f} min: {soft_range:.1f} nm")
print(f"die-rigid pad, range at {t_check:.0f} min: {rigid_range:.3f} nm")
print(f"die-rigid pad, height at {t_check:.0f} min: {rigid_height:.1f} nm")
print(f"lowest density after fill: {filled.min():.1f}")
print(f"die range after fill: {filled_range:.1f} nm")
print(f"stripe width: {stripe:.0f} mm; window: {window:.0f} mm")
print(f"stripe layout densities: {layout.min():.1f}, {layout.max():.1f}")
print(f"effective densities: {effective.min():.2f} to "
      f"{effective.max():.2f}")
print(f"stripe range, integrated: {stripe_range:.1f} nm")
print(f"stripe range, formula: {stripe_formula:.1f} nm")
print("every check passed")
```

Output:

```
initial raised height z0: 2000 nm
initial step height h: 800 nm
blanket removal rate K: 200 nm/min
stiff pad compression s: 0.5 nm
cells per region: 100; time step: 0.001 min
density 0.2:
  raised-area rate K/rho: 1000.0 nm/min
  clearing time, formula: 0.800 min
  first recess contact, simulated: 0.799 min
  initial mean height: 1360.0 nm
  simulated height at 4 min: 560.0 nm
density 0.4:
  raised-area rate K/rho: 500.0 nm/min
  clearing time, formula: 1.600 min
  first recess contact, simulated: 1.599 min
  initial mean height: 1520.0 nm
  simulated height at 4 min: 720.0 nm
density 0.6:
  raised-area rate K/rho: 333.3 nm/min
  clearing time, formula: 2.400 min
  first recess contact, simulated: 2.399 min
  initial mean height: 1680.0 nm
  simulated height at 4 min: 880.0 nm
density 0.8:
  raised-area rate K/rho: 250.0 nm/min
  clearing time, formula: 3.200 min
  first recess contact, simulated: 3.199 min
  initial mean height: 1840.0 nm
  simulated height at 4 min: 1040.0 nm
largest local step at 4 min: 0.000 nm
die range at 4 min, simulated: 480.0 nm
die range at 5 min, simulated: 480.0 nm
die range, formula: 480.0 nm
peak range, simulated: 599.7 nm
peak range, formula: 600.0 nm
time of simulated peak: 0.803 min
soft pad compression: 50 nm
soft pad, recess contact at density 0.8: 2.952 min
soft pad, largest step at 5 min: 0.017 nm
soft pad, die range at 5 min: 480.0 nm
die-rigid pad, range at 4 min: 0.000 nm
die-rigid pad, height at 4 min: 800.0 nm
lowest density after fill: 0.6
die range after fill: 160.0 nm
stripe width: 3 mm; window: 4 mm
stripe layout densities: 0.2, 0.8
effective densities: 0.35 to 0.65
stripe range, integrated: 240.0 nm
stripe range, formula: 240.0 nm
every check passed
```
